# Screened attraction between a dopant and an oxygen vacancy in hafnia: a numerical check

```python
# Result under test: charges q1 = -1 and q2 = +2 at distance R in a uniform
# dielectric of relative permittivity eps have the interaction energy
#     U = q1*q2/(eps*R)   (atomic units),
# which is an attraction of 0.63 eV for R = 2.3 angstrom and eps = 20.
# The program also sizes effects that this continuum estimate neglects.
# A = |q1*q2|/eps in eV angstrom, so the attraction is A/R.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import k0

hartree_eV = const.physical_constants["Hartree energy in eV"][0]
bohr_A = const.physical_constants["Bohr radius"][0] / const.angstrom
kB_eV = const.k / const.e
q1, q2, eps, R = -1.0, 2.0, 20.0, 2.3
R_bohr = R / bohr_A
U_hartree = q1 * q2 / (eps * R_bohr)
U = U_hartree * hartree_eV
bind = -U
coulomb = hartree_eV * bohr_A          # eV angstrom, two unit charges
A = abs(q1 * q2) * coulomb / eps

# Direct SI evaluation and the posed value
U_SI = (q1 * q2 * const.e**2
        / (4 * np.pi * const.epsilon_0 * eps * R * const.angstrom)) / const.e
assert abs(U_SI / U - 1) < 1e-7
assert round(bind, 2) == 0.63

# Field energy: integrate E1.D2/(4 pi) over all space, in shells of radius r
# around charge 1; s is the distance of the field point from charge 2.
def shell(r, d):
    def integrand(s):
        mu = (r*r + d*d - s*s) / (2*r*d)
        E1 = q1 / (eps * r*r)
        D2_radial = q2 * (r - d*mu) / s**3
        return 2*np.pi * r*r * E1 * D2_radial * s / (r*d)
    return quad(integrand, abs(r - d), r + d, epsabs=1e-11, limit=200)[0]

x, w = np.polynomial.legendre.leggauss(20)
t, wt = (x + 1) / 2, w / 2
inside = sum(b * R_bohr * shell(R_bohr*a, R_bohr)
             for a, b in zip(t, wt)) / (4*np.pi)
outside = sum(b * R_bohr / a**2 * shell(R_bohr/a, R_bohr)
              for a, b in zip(t, wt)) / (4*np.pi)
assert abs(inside) < 1e-6 * abs(U_hartree)
assert abs((inside + outside) / U_hartree - 1) < 1e-6

# Potential of a unit charge in a medium with principal permittivities e
def potential(p, e):
    return 1 / np.sqrt(np.prod(e) * np.sum(p**2 / e, axis=-1))

def flux_of_D(centre, e):
    mu, wm = np.polynomial.legendre.leggauss(40)
    az = 2*np.pi * np.arange(80) / 80
    M, P = np.meshgrid(mu, az, indexing="ij")
    S = np.sqrt(1 - M**2)
    n = np.stack([S*np.cos(P), S*np.sin(P), M], axis=-1)
    pts, h, Dn = n + centre, 1e-4, 0
    for i in range(3):
        step = h * np.eye(3)[i]
        slope = (potential(pts+step, e) - potential(pts-step, e)) / (2*h)
        Dn = Dn - e[i] * slope * n[..., i]
    return np.sum(wm[:, None] * Dn) * 2*np.pi / 80

eps_axes = np.array([24.0, 20.0, 16.0])
for e in (np.full(3, eps), eps_axes):
    assert abs(flux_of_D(np.zeros(3), e) / (4*np.pi) - 1) < 1e-5
    assert abs(flux_of_D(np.array([2.5, 1.0, 0.7]), e)) < 1e-5
bind_axes = [abs(q1*q2) * coulomb * potential(R*np.eye(3)[i], eps_axes)
             for i in range(3)]
for i in range(3):
    others = np.delete(eps_axes, i)
    expected = bind * eps / np.sqrt(np.prod(others))
    assert abs(bind_axes[i] / expected - 1) < 1e-10

# Lattice screening that fades at short range, with screening length l
eps_inf = 4.5
def bind_short(l):
    return abs(q1*q2) * coulomb / R * (
        1/eps + (1/eps_inf - 1/eps) * np.exp(-R/l))

def bind_fourier(l):
    def inv_eps(k):
        return 1/eps + (1/eps_inf - 1/eps) * (k*l)**2 / (1 + (k*l)**2)
    low = quad(lambda k: inv_eps(k) * np.sinc(k*R/np.pi), 0, 1)[0]
    high = quad(lambda k: inv_eps(k) / (k*R), 1, np.inf,
                weight="sin", wvar=R)[0]
    return abs(q1*q2) * coulomb * 2/np.pi * (low + high)

lengths = (1.0, 2.0)
for l in lengths:
    assert abs(bind_fourier(l) / bind_short(l) - 1) < 1e-5
bind_clamped = bind * eps / eps_inf

# Applied field pulling the vacancy away from the fixed dopant
field_MVcm = 2.0
F = field_MVcm * 1e8 * const.angstrom    # volt per angstrom
r_top = np.sqrt(A / (q2*F))
escape = (np.sqrt(A/R) - np.sqrt(q2*F*R))**2
top = minimize_scalar(lambda r: A/r + q2*F*r, bounds=(R, 60),
                      method="bounded", options={"xatol": 1e-8})
assert abs(top.x - r_top) < 1e-4
assert abs((-top.fun + A/R + q2*F*R) - escape) < 1e-8
F_vanish_MVcm = A / (q2*R*R) / const.angstrom / 1e8

# Grounded plates: image result against the eigenfunction expansion
film_nm = 10.0
L = film_nm * 10
bind_plates = A * (1/R - 2*np.log(2)/L)
odd = np.arange(1, 4001, 2)
bind_modes = A * 4/L * np.sum(k0(odd*np.pi*R/L))
assert abs(bind_modes / bind_plates - 1) < 1e-4

# Boltzmann sum over the oxygen sites nearest to one dopant (fluorite)
dopant_fraction = 0.01
a_lat = 4*R/np.sqrt(3)
grid = (np.arange(-8, 8) + 0.5) * a_lat/2
X, Y, Z = np.meshgrid(grid, grid, grid)
n_sites = round(2/dopant_fraction)
dist = np.sort(np.sqrt(X**2 + Y**2 + Z**2).ravel())[:n_sites]
first = np.isclose(dist, R)
n_first = int(first.sum())
assert n_first == 8 and dist[-1] < grid[-1]
def bound_fraction(T):
    weight = np.exp((A/dist - A/R) / (kB_eV*T))
    return weight[first].sum() / weight.sum()
temperatures = (300.0, 900.0)
bound = [bound_fraction(T) for T in temperatures]
assert bound[0] > bound[1]
spacing = (a_lat**3 / (4*dopant_fraction))**(1/3)

print(f"Dopant charge: {q1:+.0f} e")
print(f"Vacancy charge: {q2:+.0f} e")
print(f"Relative permittivity: {eps:.0f}")
print(f"Separation: {R:.1f} angstrom = {R_bohr:.4f} bohr")
print(f"Hartree energy: {hartree_eV:.4f} eV")
print(f"Bohr radius: {bohr_A:.5f} angstrom")
print(f"Coulomb constant, unit charges: {coulomb:.4f} eV angstrom")
print(f"A = |q1 q2|/eps: {A:.4f} eV angstrom")
print(f"Interaction energy U: {U_hartree:.5f} hartree = {U:.4f} eV")
print(f"Attraction, rounded: {bind:.2f} eV")
print(f"Attraction without screening: {bind*eps:.2f} eV")
print(f"Wrong result with eps squared: {bind/eps:.4f} eV")
print(f"Field-energy quadrature: {(inside+outside)*hartree_eV:.4f} eV")
print(f"Electronic permittivity (rough): {eps_inf:.1f}")
print(f"Attraction, clamped lattice: {bind_clamped:.2f} eV")
for l in lengths:
    print(f"Attraction, screening length {l:.0f} angstrom: "
          f"{bind_short(l):.2f} eV")
for e, b in zip(eps_axes, bind_axes):
    print(f"Attraction along axis with permittivity {e:.0f}: {b:.3f} eV")
print(f"Applied field: {field_MVcm:.1f} MV/cm")
print(f"Position of energy maximum in field: {r_top:.2f} angstrom")
print(f"Escape energy in field: {escape:.3f} eV")
print(f"Field at which escape energy vanishes: {F_vanish_MVcm:.1f} MV/cm")
print(f"Film thickness: {film_nm:.0f} nm")
print(f"Attraction between metal plates: {bind_plates:.3f} eV")
print(f"Dopant share of cation sites: {100*dopant_fraction:.0f} %")
print(f"Fluorite model lattice constant: {a_lat:.2f} angstrom")
print(f"Oxygen sites per dopant: {n_sites}, adjacent: {n_first}")
for T, b in zip(temperatures, bound):
    print(f"Thermal energy kT at {T:.0f} K: {kB_eV*T:.4f} eV")
    print(f"Unbound share at {T:.0f} K: {100*(1-b):.2g} %")
print(f"Mean dopant spacing: {spacing:.1f} angstrom")
print(f"Attraction at mean dopant spacing: {A/spacing:.3f} eV")
print(f"Attraction for vacancy charge +1: {bind/2:.2f} eV")
print("success")
```

Output:

```
Dopant charge: -1 e
Vacancy charge: +2 e
Relative permittivity: 20
Separation: 2.3 angstrom = 4.3464 bohr
Hartree energy: 27.2114 eV
Bohr radius: 0.52918 angstrom
Coulomb constant, unit charges: 14.3996 eV angstrom
A = |q1 q2|/eps: 1.4400 eV angstrom
Interaction energy U: -0.02301 hartree = -0.6261 eV
Attraction, rounded: 0.63 eV
Attraction without screening: 12.52 eV
Wrong result with eps squared: 0.0313 eV
Field-energy quadrature: -0.6261 eV
Electronic permittivity (rough): 4.5
Attraction, clamped lattice: 2.78 eV
Attraction, screening length 1 angstrom: 0.84 eV
Attraction, screening length 2 angstrom: 1.31 eV
Attraction along axis with permittivity 24: 0.700 eV
Attraction along axis with permittivity 20: 0.639 eV
Attraction along axis with permittivity 16: 0.572 eV
Applied field: 2.0 MV/cm
Position of energy maximum in field: 6.00 angstrom
Escape energy in field: 0.238 eV
Field at which escape energy vanishes: 13.6 MV/cm
Film thickness: 10 nm
Attraction between metal plates: 0.606 eV
Dopant share of cation sites: 1 %
Fluorite model lattice constant: 5.31 angstrom
Oxygen sites per dopant: 200, adjacent: 8
Thermal energy kT at 300 K: 0.0259 eV
Unbound share at 300 K: 0.003 %
Thermal energy kT at 900 K: 0.0776 eV
Unbound share at 900 K: 13 %
Mean dopant spacing: 15.5 angstrom
Attraction at mean dopant spacing: 0.093 eV
Attraction for vacancy charge +1: 0.31 eV
success
```
